# How Deep Is the Lowest of Many Gaussian Defect Energies?: a program that tests the result

```python
"""
Result under test: N independent Gaussian site energies (mean mu, width s) have
an expected minimum mu - s*D, where D <= L = sqrt(2 ln N) and D/L -> 1, with
D ~ L - (ln ln N + ln 4 pi)/(2 L) + gamma/L at large N.
D is the mean of the largest of N standard normal variables, by symmetry.
Example: oxygen-vacancy formation energies in an amorphous HfO2 gate film.
Energies in eV, lengths in nm, temperatures in K; inputs are rough values.
"""
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid
from scipy.special import ndtr, gammainc, gammaincc

rng = np.random.default_rng(2718)
k_B = constants.k / constants.e


def leading(N):
    return np.sqrt(2 * np.log(N))


def refined(N):
    L = leading(N)
    return L - (np.log(np.log(N)) + np.log(4 * np.pi)) / (2 * L) + np.euler_gamma / L


def normal_tail(x):
    return ndtr(-x)


def skewed_tail(x, skew):
    """P(Y > x) for a shifted gamma variable, mean 0, variance 1, given skewness."""
    shape = 4 / skew**2
    if skew > 0:
        return gammaincc(shape, np.maximum(shape + np.sqrt(shape) * x, 0))
    return gammainc(shape, np.maximum(shape - np.sqrt(shape) * x, 0))


def largest_of(N, tail=normal_tail):
    """Mean and standard deviation of the largest of N draws, by quadrature."""
    low = -9.0
    x = np.linspace(low, leading(N) + 12, 60001)
    q = np.minimum(tail(x), 1 - 1e-16)
    exceed = -np.expm1(float(N) * np.log1p(-q))
    mean = low + trapezoid(exceed, x)
    square = low**2 + trapezoid(2 * x * exceed, x)
    return mean, np.sqrt(square - mean**2)


def lower_bound(N):
    """Best rigorous lower bound from the lower estimate of the normal tail."""
    x = np.linspace(0.2, leading(N), 6000)
    q_low = x / (1 + x**2) * np.exp(-x**2 / 2) / np.sqrt(2 * np.pi)
    negative_part = np.exp2(1.0 - float(N)) / np.sqrt(2 * np.pi)
    return np.max(-x * np.expm1(-float(N) * q_low)) - negative_part


# Quadrature against closed forms for two and three draws
assert abs(largest_of(2)[0] - 1 / np.sqrt(np.pi)) < 1e-6
assert abs(largest_of(3)[0] - 1.5 / np.sqrt(np.pi)) < 1e-6

# Normal tail lies between its two elementary bounds
x_test = np.linspace(0.1, 30, 500)
density = np.exp(-x_test**2 / 2) / np.sqrt(2 * np.pi)
assert np.all(normal_tail(x_test) < density / x_test)
assert np.all(normal_tail(x_test) > density * x_test / (1 + x_test**2))

# Bounds, limit and refined formula over a huge range of N
for N in (2, 5, 10, 64, 1e3, 1e6, 1e12, 1e50, 1e200):
    assert lower_bound(N) < largest_of(N)[0] < leading(N)
large = [1e3, 1e6, 1e12, 1e50, 1e200]
ratios = [largest_of(N)[0] / leading(N) for N in large]
scaled_errors = [leading(N) * abs(refined(N) - largest_of(N)[0]) for N in large]
assert np.all(np.diff(ratios) > 0) and ratios[-1] > 0.99
assert lower_bound(1e200) / leading(1e200) > 0.98
assert np.all(np.diff(scaled_errors) < 0) and scaled_errors[-1] < 0.02

# Example inputs
side, thickness, site_density = 20, 2, 55
mu, s = 6.0, 0.4
n_cell = 64
T_anneal, T_use = 800.0, 358.0
skew = 0.3
N_film = side * side * thickness * site_density
grid = (44, 40, 25)
assert np.prod(grid) == N_film

L = leading(N_film)
D, spread = largest_of(N_film)
D_cell = largest_of(n_cell)[0]
gumbel_spread = np.pi / (np.sqrt(6) * L)
assert abs(refined(N_film) - D) < 0.05
assert abs(gumbel_spread / spread - 1) < 0.08

# Direct sampling of whole films: independent and short-range correlated sites
films = 1500
depth = np.empty(films)
depth_corr = np.empty(films)
share = np.empty((films, 2))
excess = np.empty((films, 2))
neighbour = []
for f in range(films):
    z = rng.standard_normal(grid)
    z_min = z.min()
    depth[f] = -z_min
    above = s * (z - z_min)
    for j, T in enumerate((T_anneal, T_use)):
        weight = np.exp(-above / (k_B * T))
        total = weight.sum()
        share[f, j] = 1 / total
        excess[f, j] = (weight * above).sum() / total
    field = z
    for axis in range(3):
        field = (2 * field + np.roll(field, 1, axis)
                 + np.roll(field, -1, axis)) / np.sqrt(6)
    depth_corr[f] = -field.min()
    if f < 50:
        neighbour.append(np.mean(field * np.roll(field, 1, 0)))
err = depth.std(ddof=1) / np.sqrt(films)
err_corr = depth_corr.std(ddof=1) / np.sqrt(films)
assert abs(depth.mean() - D) < 4.5 * err
assert abs(depth.std(ddof=1) / spread - 1) < 0.12
assert abs(np.mean(neighbour) - 2 / 3) < 0.02
assert depth_corr.mean() < D + 4.5 * err_corr
assert depth_corr.mean() < L
assert depth_corr.mean() > largest_of(N_film / 27)[0]
assert share[:, 1].mean() > share[:, 0].mean()

# Small computed cells: true minimum, and errors of a fitted Gaussian
cells = rng.standard_normal((30000, n_cell))
cell_depth = -cells.min(axis=1)
assert abs(cell_depth.mean() - D_cell) < 4.5 * cell_depth.std() / np.sqrt(len(cells))
fit_mean = cells.mean(axis=1)
fit_width = cells.std(axis=1, ddof=1)
fit_error = np.std(fit_mean - D * fit_width)
fit_formula = np.sqrt(1 / n_cell + D**2 / (2 * (n_cell - 1)))
assert abs(fit_error / fit_formula - 1) < 0.05
centred = cells - fit_mean[:, None]
sample_skew = np.mean(centred**3, axis=1) / np.mean(centred**2, axis=1)**1.5
skew_noise = sample_skew.std()
assert abs(skew_noise / np.sqrt(6 / n_cell) - 1) < 0.1

# Skewed tails, checked against the first-order quantile shift
deeper = largest_of(N_film, lambda x: skewed_tail(x, skew))[0] - D
shallower = largest_of(N_film, lambda x: skewed_tail(x, -skew))[0] - D
first_order = skew * (D**2 + spread**2 - 1) / 6
assert abs((deeper - shallower) / (2 * first_order) - 1) < 0.1

# Tenfold change of the number of sites
tenfold = largest_of(10 * N_film)[0] - D
tenfold_formula = np.log(10) / L
assert abs(tenfold / tenfold_formula - 1) < 0.08

gap = s * (D - D_cell)
print("INPUTS (rough typical values)")
print(f"film side, thickness: {side} nm, {thickness} nm")
print(f"oxygen site density: {site_density} per nm^3")
print(f"number of sites N in film: {N_film}")
print(f"mean mu, width s: {mu:.2f} eV, {s:.2f} eV")
print(f"sites in small computed cell: {n_cell}")
print("LIMIT: N, L, exact D, refined D, D/L (dimensionless)")
for N in [64.0] + large:
    d = largest_of(N)[0]
    print(f"{N:.0e} {leading(N):.4f} {d:.4f} {refined(N):.4f} {d / leading(N):.4f}")
print("FILM")
print(f"ln N: {np.log(N_film):.4f}")
print(f"L, refined D, exact D: {L:.4f}, {refined(N_film):.4f}, {D:.4f}")
print(f"rigorous lower bound on D: {lower_bound(N_film):.4f}")
print(f"sampled D, standard error: {depth.mean():.4f}, {err:.4f}")
print(f"number of sampled films: {films}")
print(f"depth s*L, s*refined D, s*D: {s*L:.3f}, {s*refined(N_film):.3f}, {s*D:.3f} eV")
print(f"lowest energy from L: {mu - s*L:.3f} eV")
print(f"lowest energy from refined D: {mu - s*refined(N_film):.3f} eV")
print(f"lowest energy from exact D: {mu - s*D:.3f} eV")
print(f"film-to-film spread, exact: {s*spread:.3f} eV")
print(f"film-to-film spread, Gumbel estimate: {s*gumbel_spread:.3f} eV")
print("SMALL CELL")
print(f"exact D of cell: {D_cell:.4f}")
print(f"expected lowest energy in cell: {mu - s*D_cell:.3f} eV")
print(f"film minimum lies below cell minimum by: {gap:.3f} eV")
print(f"k_B T at {T_anneal:.0f} K: {k_B*T_anneal:.5f} eV")
print(f"Boltzmann factor of that gap: {np.exp(gap/(k_B*T_anneal)):.2e}")
print("NEGLECTED EFFECTS")
print(f"skewness assumed, noise in {n_cell} sites: {skew:.2f}, {skew_noise:.3f}")
print(f"shift of minimum, long low tail: {-s*deeper:+.3f} eV")
print(f"shift of minimum, short low tail: {-s*shallower:+.3f} eV")
print(f"error from fitted mean and width: {s*fit_error:.3f} eV (sampled)")
print(f"same error from formula: {s*fit_formula:.3f} eV")
print(f"neighbour correlation: {np.mean(neighbour):.3f}")
print(f"correlated D, standard error: {depth_corr.mean():.4f}, {err_corr:.4f}")
print(f"shift of minimum by correlation: {s*(D - depth_corr.mean()):+.3f} eV")
print(f"ten times more sites, exact shift: {-s*tenfold:+.3f} eV")
print(f"ten times more sites, estimate: {-s*tenfold_formula:+.3f} eV")
for j, T in enumerate((T_anneal, T_use)):
    print(f"{T:.0f} K: mean share of lowest site {share[:, j].mean():.3f}, "
          f"mean energy above it {excess[:, j].mean():.3f} eV")
print("all assertions hold")
```

Printed output:

```
INPUTS (rough typical values)
film side, thickness: 20 nm, 2 nm
oxygen site density: 55 per nm^3
number of sites N in film: 44000
mean mu, width s: 6.00 eV, 0.40 eV
sites in small computed cell: 64
LIMIT: N, L, exact D, refined D, D/L (dimensionless)
6e+01 2.8841 2.3437 2.3983 0.8127
1e+03 3.7169 3.2414 3.2718 0.8721
1e+06 5.2565 4.8629 4.8758 0.9251
1e+12 7.4338 7.1125 7.1180 0.9568
1e+50 15.1743 14.9715 14.9725 0.9866
1e+200 30.3485 30.2246 30.2248 0.9959
FILM
ln N: 10.6919
L, refined D, exact D: 4.6243, 4.2192, 4.2015
rigorous lower bound on D: 3.6731
sampled D, standard error: 4.2019, 0.0073
number of sampled films: 1500
depth s*L, s*refined D, s*D: 1.850, 1.688, 1.681 eV
lowest energy from L: 4.150 eV
lowest energy from refined D: 4.312 eV
lowest energy from exact D: 4.319 eV
film-to-film spread, exact: 0.113 eV
film-to-film spread, Gumbel estimate: 0.111 eV
SMALL CELL
exact D of cell: 2.3437
expected lowest energy in cell: 5.063 eV
film minimum lies below cell minimum by: 0.743 eV
k_B T at 800 K: 0.06894 eV
Boltzmann factor of that gap: 4.80e+04
NEGLECTED EFFECTS
skewness assumed, noise in 64 sites: 0.30, 0.292
shift of minimum, long low tail: -0.344 eV
shift of minimum, short low tail: +0.321 eV
error from fitted mean and width: 0.156 eV (sampled)
same error from formula: 0.158 eV
neighbour correlation: 0.664
correlated D, standard error: 4.1574, 0.0075
shift of minimum by correlation: +0.018 eV
ten times more sites, exact shift: -0.198 eV
ten times more sites, estimate: -0.199 eV
800 K: mean share of lowest site 0.464, mean energy above it 0.093 eV
358 K: mean share of lowest site 0.766, mean energy above it 0.012 eV
all assertions hold
```
